# How Strain Relaxation Lowers the Quartic Coefficient of a Ferroelectric

## Two signs for one crystal

A model ferroelectric held at zero strain has a coefficient of $P^4$ in its energy density of $+2.5\times10^8\ \mathrm{J\,m^5/C^4}$. Released, so that it can change shape without stress, the same crystal has $-2.5\times10^8\ \mathrm{J\,m^5/C^4}$. No material constant has been altered. The polarization of the uniformly clamped crystal grows continuously from zero on cooling, while that of the free crystal jumps to $0.25\ \mathrm{C/m^2}$. The difference comes from the strain, which follows the polarization when the crystal is free and lowers the energy by a term proportional to $P^4$.

## Model and conventions

Let $P$ be one component of a uniform polarization and $s$ one component of a uniform strain, measured from the unstressed nonpolar state. The energy density is

$$F(P,s)=\frac a2P^2+\frac b4P^4+\frac c6P^6-q\,sP^2+\frac C2s^2. \tag{1}$$

The stiffness $C$ is taken at fixed polarization, and $b$ at fixed strain. Both $C$ and $c$ are positive. The coupling is even in $P$ because reversing the polarization of a crystal with a centrosymmetric nonpolar phase must give the same strain. With the minus sign in (1), positive $q$ means that polarization elongates the crystal along the chosen strain component.

Temperature enters through $a=\alpha(T-T_0)$ with $\alpha>0$; the other constants are held fixed. The treatment is mean field: $P$ and $s$ take the values that minimize the energy, and fluctuations, domains, gradients and thermal hysteresis are left out. Other strain components are either held at zero or already eliminated into the constants of (1). In the second case $b$ is the coefficient at fixed $s$ with those other components free of stress, not that of a fully clamped crystal.

The worked example uses round model parameters: $b=10^9\ \mathrm{J\,m^5/C^4}$, $c=1.2\times10^{10}\ \mathrm{J\,m^9/C^6}$, $q=10^{10}\ \mathrm{J\,m/C^2}$, $C=10^{11}\ \mathrm{Pa}$ and $\alpha=10^6\ \mathrm{J\,m/(C^2\,K)}$.

## Eliminating the strain

The stress is the derivative of the energy density with respect to strain at fixed polarization:

$$\sigma=\left(\frac{\partial F}{\partial s}\right)_P=Cs-qP^2. \tag{2}$$

Setting it to zero gives the spontaneous strain at a given $P$,

$$s_*(P)=\frac{q}{C}P^2=QP^2,\qquad Q=\frac qC. \tag{3}$$

If the other strain components have been eliminated at zero stress, $Q$ is the electrostrictive coefficient of the free crystal; if they are held at zero, it differs from that coefficient, which then follows from the matrix relation given with (24). Its value is $0.1\ \mathrm{m^4/C^2}$ in the example. The second derivative of $F$ with respect to $s$ is $C>0$, so (3) is the unique minimum over strain.

Insert (3) into the two terms that contain $s$:

$$-q\,s_*P^2=-\frac{q^2}{C}P^4, \tag{4}$$

$$\frac C2s_*^2=\frac C2\,\frac{q^2}{C^2}P^4=+\frac{q^2}{2C}P^4. \tag{5}$$

Their sum is $-q^2P^4/(2C)$. The coupling lowers the energy by $q^2P^4/C$, and half of this is spent on deforming the lattice. The relaxed energy is therefore

$$F_*(P)=\frac a2P^2+\left(\frac b4-\frac{q^2}{2C}\right)P^4+\frac c6P^6. \tag{6}$$

Completing the square gives the same result and shows the cost of any other strain:

$$\frac C2s^2-qsP^2=\frac C2\left(s-\frac{qP^2}{C}\right)^2-\frac{q^2}{2C}P^4. \tag{7}$$

Expanding the square on the right produces $Cs^2/2-qsP^2+q^2P^4/(2C)$, and the last term cancels the one subtracted. The square is non-negative and vanishes at the strain (3).

The quantity that falls by $q^2/(2C)$ is the whole coefficient $b/4$. To keep the form $b_*P^4/4$, multiply the new coefficient by four:

$$b_*=b-\frac{2q^2}{C}. \tag{8}$$

In the example,

$$\frac{q^2}{2C}=\frac{10^{20}}{2\times10^{11}}=5\times10^8\ \mathrm{J\,m^5/C^4},$$

so the coefficient falls from $2.5\times10^8$ to $-2.5\times10^8$, and $b_*=-10^9$, in the same unit. A polynomial fitted to energies minimized numerically over strain returns this quartic coefficient.

Two points matter when these formulas are put to use. First, the factor depends on how the coupling is written. If it is written $-(h/2)sP^2$, then $q=h/2$ and the reduction is $h^2/(8C)$. The sign of $q$ affects the strain but not the reduction, which contains $q^2$. Second, a quartic coefficient obtained from a stress-free crystal is already $b_*/4$. Using it in (1) together with an explicit strain would count the relaxation twice; it must first be converted by $b=b_*+2q^2/C$. This form needs $q$ and $C$ to be the effective constants with all other strain components eliminated; with the bare constants of several components the conversion uses (25).

## Fixed strain and fixed stress

If the strain is held at $s_0$, nothing is minimized over $s$, and (1) reads

$$F(P,s_0)=\left(\frac a2-qs_0\right)P^2+\frac b4P^4+\frac c6P^6+\frac C2s_0^2. \tag{9}$$

The quartic coefficient keeps its clamped value. The imposed strain replaces $a$ by $a-2qs_0$, which moves the transition temperature but does not change its order.

Under a fixed stress $\sigma$, positive in tension, the loading device does work $\sigma s$ per unit volume. The function to minimize is $G=F-\sigma s$. Its strain-dependent part has a linear coefficient $-(qP^2+\sigma)$, so the same square completion gives

$$s=\frac{\sigma+qP^2}{C},\qquad \min_s\left[\frac C2s^2-(qP^2+\sigma)s\right]=-\frac{(qP^2+\sigma)^2}{2C}. \tag{10}$$

Writing out the square,

$$-\frac{(qP^2+\sigma)^2}{2C}=-\frac{\sigma^2}{2C}-\frac{q\sigma}{C}P^2-\frac{q^2}{2C}P^4. \tag{11}$$

The first term is the elastic energy $\sigma^2/(2C)$ of the loaded nonpolar crystal minus the work term $\sigma s=\sigma^2/C$, and it does not depend on $P$. The second replaces $a$ by $a-2q\sigma/C$. The third is the reduction already found. Within model (1), then, stress shifts the quadratic coefficient and leaves the quartic one at $b_*/4$.

For $\sigma=100\ \mathrm{MPa}$ the lowering of $a$ is $2\times10^{10}\times10^8/10^{11}=2\times10^7\ \mathrm{J\,m/C^2}$. Division by $\alpha$ gives an upward shift of the transition by $20\ \mathrm K$. Tension favours the polar phase here because $q>0$; compression, or a negative $q$ under tension, would lower the transition temperature of this polarization component. A crystal with several equivalent polar axes can avoid this: in a cubic ferroelectric whose polarization contracts the perpendicular axes, uniaxial compression favours polarization perpendicular to the load and raises the temperature at which it appears.

## Order of the transition

### Continuous onset

Suppose first that $b_*>0$. For $a\ge0$ no term in (6) is negative, and the minimum is at $P=0$. For $a<0$, setting $dF_*/dP=0$ and dividing by $P\ne0$ gives

$$a+b_*P^2+cP^4=0. \tag{12}$$

This is a quadratic equation for $P^2$ with one positive root,

$$P^2=\frac{-b_*+\sqrt{b_*^2-4ac}}{2c}. \tag{13}$$

As $a\to0^-$ the root tends to zero as $-a/b_*$, so the polarization starts continuously. To find the first correction, write (12) as $P^2=-a/b_*-cP^4/b_*$ and insert the leading result on the right:

$$P^2\simeq-\frac a{b_*}\left(1+\frac{ac}{b_*^2}\right). \tag{14}$$

Since $a<0$, the sixth-order term reduces the polarization.

The clamped crystal at $s=0$ obeys the same equations with $b$ in place of $b_*$, and its onset is continuous whenever $b>0$. In the example its polarization is $0.0100\ \mathrm{C/m^2}$ at $a=-10^5\ \mathrm{J\,m/C^2}$ and $0.0010\ \mathrm{C/m^2}$ at $a=-10^3\ \mathrm{J\,m/C^2}$. A hundredfold reduction of $|a|$ reduces $P$ tenfold, as the square-root law requires.

### Discontinuous onset

The sign of $b_*$ changes at the critical coupling

$$q_c=\sqrt{\frac{bC}{2}}, \tag{15}$$

which is $7.07\times10^9\ \mathrm{J\,m/C^2}$ here. The coupling of the example, $10^{10}$ in the same unit, lies above it. At $q=q_c$ the quartic term is absent, and (12) gives $P=(-a/c)^{1/4}$: the onset is still continuous, with exponent one quarter instead of one half.

For $b_*<0$ the energy can have a polar minimum while $P=0$ is still locally stable. At the transition both have energy zero. Because $F_*$ is even in $P$ and contains a factor $P^2$, a minimum that touches zero at $P=\pm P_t$ requires

$$F_*=\frac c6P^2\left(P^2-P_t^2\right)^2=\frac c6P^6-\frac{cP_t^2}{3}P^4+\frac{cP_t^4}{6}P^2. \tag{16}$$

Matching the coefficients of $P^4$ and $P^2$ to $b_*/4$ and $a/2$ gives

$$P_t^2=-\frac{3b_*}{4c},\qquad a_t=\frac{cP_t^4}{3}=\frac{3b_*^2}{16c}. \tag{17}$$

The factored form also settles which state is stable. At $a=a_t$ the energy is nowhere negative. Raising $a$ adds a positive multiple of $P^2$, so $P=0$ becomes the only global minimum. Lowering $a$ makes the energy at $P_t$ negative, so a polar state wins.

With the numbers of the example,

$$P_t^2=\frac{3\times10^9}{4\times1.2\times10^{10}}=0.0625\ \mathrm{C^2/m^4},\qquad P_t=0.25\ \mathrm{C/m^2},$$

$$a_t=\frac{3\times10^{18}}{16\times1.2\times10^{10}}=1.56\times10^7\ \mathrm{J\,m/C^2}.$$

The free crystal therefore transforms $15.6\ \mathrm K$ above $T_0$, where the crystal held at $s=0$ at every point is still nonpolar. Fixing only the average strain, as for a bar held at its ends, is a weaker constraint. If interface and depolarization energies are neglected, such a bar can split below $a_t$ into polar and nonpolar segments under the common stress $\sigma=(a-a_t)C/(2q)$ at which the two phases coexist. At $a=10^7\ \mathrm{J\,m/C^2}$ this stress is $-28\ \mathrm{MPa}$, zero average strain requires a polar fraction $-\sigma/(CQP_t^2)=0.045$, and the energy is $-\sigma^2/(2C)=-4.0\times10^3\ \mathrm{J/m^3}$, below the zero of the uniform state. The strain jumps by $0.1\times0.0625=0.00625$, or $0.625$ percent. In the polar state at the transition the coupling energy is $-3.91\times10^6\ \mathrm{J/m^3}$ and the elastic energy $+1.95\times10^6\ \mathrm{J/m^3}$, in the ratio required by (4) and (5).

### Near the critical coupling

Two further cases keep $b$, $c$ and $C$ but change $q$. Equation (8) can be written $b_*=b(1-q^2/q_c^2)$. For $q=0.9\,q_c$ this gives $b_*=0.19\,b$. At $a=-10^5\ \mathrm{J\,m/C^2}$ the leading law predicts $P=\sqrt{10^5/(1.9\times10^8)}=0.0229\ \mathrm{C/m^2}$; the minimized value is $0.0226\ \mathrm{C/m^2}$. The correction in (14) is $ac/b_*^2=-0.033$ for $P^2$, hence about $-1.7$ percent for $P$, which accounts for the difference. At $a=-10^3\ \mathrm{J\,m/C^2}$ the polarization has fallen to $0.0023\ \mathrm{C/m^2}$.

For $q=1.1\,q_c$, $b_*=-0.21\,b$. The minimized polarizations at the same two values of $a$ are $0.134$ and $0.132\ \mathrm{C/m^2}$. They do not tend to zero; at $a=0$ equation (12) gives $P^2=-b_*/c=0.0175\ \mathrm{C^2/m^4}$, or $P=0.132\ \mathrm{C/m^2}$. The jump itself has already taken place at the positive $a_t$ of (17).

### A thermodynamic check of the stress shift

At fixed stress the transition condition is $a-2q\sigma/C=a_t$, so

$$\frac{dT_t}{d\sigma}=\frac{2q}{C\alpha}=\frac{2Q}{\alpha}. \tag{18}$$

The same slope must follow from the equality of $G$ in the two phases. With $dG=-S\,dT-s\,d\sigma$ in each phase, equality along the transition line gives $dT_t/d\sigma=-\Delta s/\Delta S$, where $\Delta$ means polar minus nonpolar. From (10), $\Delta s=QP_t^2$, since the term $\sigma/C$ is common to both phases. Only $a$ depends on temperature, so the entropy density differs by $\Delta S=-\alpha P_t^2/2$. The ratio is $2Q/\alpha$, in agreement with (18).

## Susceptibility and piezoelectric response

Add an electric field $E$ conjugate to $P$ by subtracting $EP$ from the energy. Equilibrium of the polarization requires

$$E=\left(\frac{\partial F}{\partial P}\right)_s=aP+bP^3+cP^5-2qsP. \tag{19}$$

Define $\chi=dP/dE$, in $\mathrm{F/m}$. At fixed strain, differentiating (19) gives

$$\chi_s^{-1}=a+3bP^2+5cP^4-2qs. \tag{20}$$

At zero stress the strain changes with $P$ according to (3), $ds/dP=2qP/C$. The last term of (19) then contributes an additional $-2qP\,ds/dP$:

$$\chi_\sigma^{-1}=\chi_s^{-1}-\frac{4q^2P^2}{C}. \tag{21}$$

The subscript names the quantity held fixed. The free crystal is softer because a field that increases $P$ also changes the strain in the direction that favours a larger $P$. In the nonpolar phase at zero stress $P=0$, and the two susceptibilities coincide: the coupling is quadratic in $P$ and gives no linear strain there.

In a spontaneous polar state, (12) allows $a$ to be eliminated. Inserting $s=qP^2/C$ in (20), using $b-2q^2/C=b_*$ and $a=-b_*P^2-cP^4$, gives

$$\chi_s^{-1}=2P^2(b+2cP^2),\qquad \chi_\sigma^{-1}=2P^2(b_*+2cP^2). \tag{22}$$

For the first expression the coefficient of $P^2$ is $-b_*+3b-2q^2/C=2b$, and that of $P^4$ is $-c+5c=4c$. The second follows on subtracting $4q^2P^2/C=2(b-b_*)P^2$.

Equation (22) also shows how clamping affects stability. When $b_*<0$, a stationary state with $P^2<-b_*/(2c)$ has a negative free inverse susceptibility: it is the top of the barrier between the nonpolar and polar states. If $b>0$, its clamped inverse susceptibility is nevertheless positive. Holding the strain at the barrier value makes this state locally stable against changes of $P$. A stability test at fixed strain is therefore not sufficient for a free crystal.

The piezoelectric coefficient at zero stress is the field derivative of the strain. From $s=QP^2$,

$$d=\left(\frac{\partial s}{\partial E}\right)_\sigma=2QP\left(\frac{\partial P}{\partial E}\right)_\sigma=2QP\chi_\sigma. \tag{23}$$

The free susceptibility appears because the derivative is taken while the strain is allowed to respond. Reversing the spontaneous polarization reverses $d$ but leaves the spontaneous strain unchanged.

At $T=T_0$ in the example, $a=0$ and $P^2=-b_*/c=0.0833\ \mathrm{C^2/m^4}$, so $P=0.289\ \mathrm{C/m^2}$ and $s=0.833$ percent. The brackets in (22) are $b+2cP^2=3\times10^9$ and $b_*+2cP^2=10^9\ \mathrm{J\,m^5/C^4}$. Thus

$$\chi_s^{-1}=2\times0.0833\times3\times10^9=5.0\times10^8\ \mathrm{m/F},$$

$$\chi_\sigma^{-1}=2\times0.0833\times10^9=1.67\times10^8\ \mathrm{m/F}.$$

The free susceptibility, $6.0\times10^{-9}\ \mathrm{F/m}$, is three times the clamped one. Equation (23) gives

$$d=2\times0.1\times0.289\times6.0\times10^{-9}\ \mathrm{m/V}\simeq346\ \mathrm{pm/V}.$$

Minimized states in small opposite fields give the same value to within $0.01$ percent of the formula. Inserting the clamped susceptibility would give $115\ \mathrm{pm/V}$, too small by the same factor of three.

For a continuous transition, (22) gives $\chi_\sigma\simeq1/(2b_*P^2)$ close to the onset, and hence $d\simeq Q/(b_*P)$. The coefficient grows without bound as $P\to0$ from the polar side: the susceptibility rises faster than the factor $P$ falls. In the same limit $\chi_\sigma/\chi_s\to b/b_*$.

## Several strain components

Let the strain components form a column $\mathbf s$, the couplings a column $\mathbf q$, and the stiffnesses a symmetric positive-definite matrix $\mathsf C$, with strain energy

$$-P^2\,\mathbf q^{T}\mathbf s+\frac12\mathbf s^{T}\mathsf C\,\mathbf s. \tag{24}$$

Zero stress in every component gives $\mathsf C\mathbf s=\mathbf qP^2$, so $\mathbf s=\mathsf C^{-1}\mathbf qP^2$. The first term of (24) becomes $-P^4\mathbf q^T\mathsf C^{-1}\mathbf q$ and the second half of its magnitude with the opposite sign. The coefficient $b/4$ therefore falls by

$$\frac12\mathbf q^{T}\mathsf C^{-1}\mathbf q. \tag{25}$$

For one component this is $q^2/(2C)$. If some components are held at zero, delete their entries from $\mathbf q$ and their rows and columns from $\mathsf C$ before inverting. The reduction cannot then exceed (25), because the energy is minimized over a smaller set of strains.

## Higher-order terms and limits of use

Strains near one percent raise the question of terms omitted from (1). Consider the additional energy

$$\Delta F=-r\,sP^4+\frac g2s^2P^2+\frac k3s^3. \tag{26}$$

At zero stress $s$ is of order $P^2$, so each term is of order $P^6$. These terms also displace the strain minimum, but their derivative with respect to $s$ is of order $P^4$; the displacement is of that order, and its effect on the energy, quadratic in the displacement, is of order $P^8$. On the strain branch that starts from $s=0$, the quartic reduction is unchanged, while the sixth-order coefficient becomes

$$\frac c6-\frac{rq}{C}+\frac{gq^2}{2C^2}+\frac{kq^3}{3C^3}. \tag{27}$$

The jump and transition temperature in (17) depend on $c$ and are therefore less secure than the quartic reduction itself. Under stress, $s$ contains the constant part $\sigma/C$. To first order in $\sigma$ the three terms of (26) then add $-(\sigma/C)\,(r-gq/C-kq^2/C^2)\,P^4$, so the independence of the quartic coefficient from stress belongs to model (1), not to this extended one.

The elimination needs mechanical equilibrium at the prescribed stress. It does not apply when the field changes too quickly for the strain to reach (3), nor when neighbouring regions with different polarization prevent one another from adopting that strain. In those cases $s$ must be kept as a variable, with the clamped coefficient $b$. If $C\le0$, (3) is not a minimum; and if $b_*<0$, a relaxed energy that stops at sixth order needs a positive sixth-order coefficient to be bounded from below.

The numerical output below lists the parameters, minimized states and response coefficients used here.

## Table of computed values

```
MODEL PARAMETERS
b at fixed strain = 1.000e+09 J m^5/C^4
c = 1.200e+10 J m^9/C^6
coupling q = 1.000e+10 J m/C^2
stiffness C = 1.000e+11 Pa
alpha = da/dT = 1.000e+06 J m/(C^2 K)
electrostrictive coefficient Q = q/C = 0.100 m^4/C^2
QUARTIC COEFFICIENT
clamped, b/4 = 2.500e+08 J m^5/C^4
reduction, q^2/(2C) = 5.000e+08 J m^5/C^4
free, formula = -2.500e+08 J m^5/C^4
free, fit to minimized energy = -2.500000e+08 J m^5/C^4
free parameter b* = -1.000e+09 J m^5/C^4
critical coupling sqrt(bC/2) = 7.0711e+09 J m/C^2
FREE TRANSITION
a_t, formula = 1.56250e+07 J m/C^2
a_t, equal minimized energies = 1.56250e+07 J m/C^2
transition temperature minus T0 = 15.625 K
polarization jump, formula = 0.25000 C/m^2
polarization jump, minimized = 0.25000 C/m^2
strain jump, minimized = 0.6250 percent
coupling energy there = -3.9062e+06 J/m^3
elastic energy there = 1.9531e+06 J/m^3
ONSET BELOW a = 0: minimized P at two values of a
the two values of a = -1.0e+05, -1.0e+03 J m/C^2
clamped at s = 0: P = 0.00999, 0.00100 C/m^2
free, q = 0.9 critical: P = 0.02258, 0.00229 C/m^2
free, q = 1.1 critical: P = 0.13403, 0.13231 C/m^2
STRESS
tensile stress = 100.0 MPa
lowering of a = 2.000e+07 J m/C^2
upward temperature shift = 20.00 K
RESPONSE AT T = T0, ZERO STRESS
spontaneous polarization = 0.28868 C/m^2
spontaneous strain = 0.8333 percent
inverse free susceptibility = 1.6667e+08 m/F
inverse clamped susceptibility = 5.0000e+08 m/F
free susceptibility, formula = 6.0000e-09 F/m
free susceptibility, numeric = 6.0005e-09 F/m
clamped susceptibility, formula = 2.0000e-09 F/m
clamped susceptibility, numeric = 2.0000e-09 F/m
piezoelectric d, formula = 346.41 pm/V
piezoelectric d, numeric = 346.43 pm/V
2QP times clamped susceptibility = 115.47 pm/V
```
